# Silicon surface stress near the edge of a stressed oxide film: test program

```python
"""Surface stress in silicon near the edge of a stressed oxide film.

Result under test: sigma_xx(x, 0) = 2 * film_stress * thickness / (pi * x)
x : distance from the edge, positive on the bare side; y : depth into silicon
film_stress : in-plane film stress, tension positive (negative for this oxide)
F = -film_stress * thickness : line force on silicon, in the +x direction
The silicon is a half-space in plane strain. Film compliance, the opposite
film edge, crystal anisotropy and wafer bending are sized separately.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad

# Inputs in SI units; material constants are rough typical values.
thickness = 100e-9
film_stress = -0.3e9
distance = 1e-6
strip_width = 100e-6
wafer_thickness = 525e-6
E_si, nu_si = 160e9, 0.22
E_ox, nu_ox = 70e9, 0.17
C11, C12, C44 = 165.7e9, 63.9e9, 79.6e9
expansion_si, expansion_ox, cooling = 3.8e-6, 0.5e-6, 975.0

F = -film_stress * thickness


def surface_stress(x):
    return 2 * film_stress * thickness / (np.pi * x)


# Stress function: compatibility, traction-free surface, and force balance.
r, th, A, Fs = sp.symbols("r theta A F", positive=True)
phi = A * r * th * sp.sin(th)


def laplacian(f):
    return sp.diff(f, r, 2) + sp.diff(f, r) / r + sp.diff(f, th, 2) / r**2


s_rr = sp.simplify(sp.diff(phi, r) / r + sp.diff(phi, th, 2) / r**2)
s_tt = sp.simplify(sp.diff(phi, r, 2))
s_rt = sp.simplify(-sp.diff(sp.diff(phi, th) / r, r))
assert sp.simplify(laplacian(laplacian(phi))) == 0
assert s_tt == 0 and s_rt == 0
balance_x = Fs + sp.integrate(sp.expand(s_rr * sp.cos(th) * r), (th, 0, sp.pi))
balance_y = sp.integrate(sp.expand(s_rr * sp.sin(th) * r), (th, 0, sp.pi))
A_value = sp.solve(balance_x, A)
# A was declared positive, so solve may discard the negative root.
if not A_value:
    A_free = sp.symbols("A_free", real=True)
    A_value = sp.solve(balance_x.subs(A, A_free), A_free)
assert sp.simplify(balance_y) == 0
radial = sp.lambdify((r, th, Fs), s_rr.subs(A, A_value[0]), "numpy")
assert np.isclose(radial(distance, 0.0, F), surface_stress(distance))
assert np.isclose(-radial(distance, 0.0, F), radial(distance, np.pi, F))


def harmonic_response(c11, c22, c12, c66, shear, pressure, n=80, depth=20.0):
    """Surface sigma_xx amplitude from the displacement equations.

    Loads: tangential shear*sin(x), inward normal pressure*cos(x).
    Displacements: U(y)*sin(x), V(y)*cos(x); sigma_xx varies as cos(x).
    """
    j = np.arange(n + 1)
    t = np.cos(np.pi * j / n)
    weight = np.ones(n + 1)
    weight[[0, -1]] = 2
    weight *= (-1.0) ** j
    D = np.outer(weight, 1 / weight) / (t[:, None] - t + np.eye(n + 1))
    D -= np.diag(D.sum(axis=1))
    D *= -2 / depth
    D2, one = D @ D, np.eye(n + 1)
    xx = c66 * D2 - c11 * one
    xy = -(c12 + c66) * D
    yx = (c12 + c66) * D
    yy = c22 * D2 - c66 * one
    xx[0], xy[0] = c66 * D[0], -c66 * one[0]
    yx[0], yy[0] = c12 * one[0], c22 * D[0]
    xx[-1], xy[-1] = one[-1], 0
    yx[-1], yy[-1] = 0, one[-1]
    rhs = np.zeros(2 * (n + 1))
    rhs[0], rhs[n + 1] = -shear, -pressure
    sol = np.linalg.solve(np.block([[xx, xy], [yx, yy]]), rhs)
    U, V = sol[:n + 1], sol[n + 1:]
    return c11 * U[0] + c12 * (D[0] @ V)


# Isotropic response, with stiffness expressed in units of 100 GPa.
unit = 1e11
mu = E_si / (2 * (1 + nu_si)) / unit
lam = E_si * nu_si / ((1 + nu_si) * (1 - 2 * nu_si)) / unit
iso = (lam + 2 * mu, lam + 2 * mu, lam, mu)
G_iso = harmonic_response(*iso, 1.0, 0.0)
P_iso = harmonic_response(*iso, 0.0, 1.0)
assert abs(G_iso - 2) < 1e-5
# In-phase, wavelength-independent response means a purely local stress.
assert abs(P_iso + 1) < 1e-5
# Rebuild a line force from harmonics; damping spreads it over 0.02*distance.
spread = 0.02
wave_sum = quad(lambda k: np.exp(-k * spread), 0, 40 / spread,
                weight="sin", wvar=1.0, limit=400)[0]
rebuilt = -G_iso * F * wave_sum / (np.pi * distance)
# The finite spread changes the result by about spread**2 = 4e-4.
assert abs(rebuilt / surface_stress(distance) - 1) < 1e-3


def anisotropy_factor(c11, c22, c12, c66):
    """(alpha + beta)/2 and alpha*beta from plane-strain compliances."""
    b = np.linalg.inv(np.array([[c11, c12], [c12, c22]]))
    product = np.sqrt(b[1, 1] / b[0, 0])
    squares = (2 * b[0, 1] + 1 / c66) / b[0, 0]
    return np.sqrt(squares + 2 * product) / 2, product


edge110 = np.array([(C11 + C12 + 2 * C44) / 2, C11, C12, C44]) / unit
edge100 = np.array([C11, C11, C12, C44]) / unit
factor110, product110 = anisotropy_factor(*edge110)
factor100, product100 = anisotropy_factor(*edge100)
for stiffness, factor, product in ((edge110, factor110, product110),
                                   (edge100, factor100, product100)):
    assert abs(harmonic_response(*stiffness, 1, 0) - 2 * factor) < 1e-5
    assert abs(harmonic_response(*stiffness, 0, 1) + product) < 1e-5

# Compliant membrane film of finite width, bonded to isotropic silicon.
half = strip_width / 2
Ep_si = E_si / (1 - nu_si**2)
Ep_ox = E_ox / (1 - nu_ox**2)
quad_points = 4001
nodes = (np.arange(quad_points) + 0.5) * np.pi / quad_points


def solve_film(film_modulus, modes=600):
    """Sine coefficients of the film force divided by film_stress*thickness."""
    c = 2 * thickness * film_modulus / (half * Ep_si)
    n = np.arange(1, modes + 1)
    angle = n * np.pi / (modes + 1)
    matrix = np.sin(np.outer(angle, n)) * (np.sin(angle)[:, None] + c * n)
    return np.linalg.solve(matrix, np.sin(angle))


def stress_from_film(coefficients, position):
    """Surface stress by direct quadrature; position is x/half from centre.

    Midpoint nodes give the principal value if position lies between nodes.
    """
    n = np.arange(1, len(coefficients) + 1)
    slope = np.cos(np.outer(nodes, n)) @ (n * coefficients)
    integral = np.sum(slope / (position - np.cos(nodes))) * np.pi / quad_points
    return 2 * film_stress * thickness * integral / (np.pi * half)


coeff = solve_film(Ep_ox)
outside = 1 + distance / half
compliant = stress_from_film(coeff, outside)
coarse = stress_from_film(solve_film(Ep_ox, 300), outside)
assert abs(coarse / compliant - 1) < 1e-3
# Film law at points that were not used to solve for the coefficients.
orders = np.arange(1, len(coeff) + 1)
for m in (300, 1000, 2000):
    angle0 = m * np.pi / quad_points
    force_ratio = np.sin(orders * angle0) @ coeff
    strain = stress_from_film(coeff, np.cos(angle0)) / Ep_si
    assert abs(force_ratio - 1 - Ep_ox * strain / film_stress) < 1e-3

two_edges = surface_stress(distance) - surface_stress(distance + strip_width)
loss = 1 - compliant / two_edges
soft = stress_from_film(solve_film(0.1 * Ep_ox), outside)
soft_loss = 1 - soft / two_edges
# Spreading lowers the stress; a softer film approaches two line forces.
assert loss > 0 and 0 < soft_loss < 0.25 * loss

stress = surface_stress(distance)
thermal = -E_ox / (1 - nu_ox) * (expansion_si - expansion_ox) * cooling
bending = 4 * F / wafer_thickness
formula_limit = 2 * thickness / np.pi

print(f"Oxide thickness: {thickness*1e9:.0f} nm")
print(f"Film stress: {film_stress/1e9:.2f} GPa")
print(f"Silicon E, nu (rough): {E_si/1e9:.0f} GPa, {nu_si:.2f}")
print(f"Oxide E, nu (rough): {E_ox/1e9:.0f} GPa, {nu_ox:.2f}")
print(f"Silicon C11, C12, C44 (rough): {C11/1e9:.1f}, {C12/1e9:.1f}, "
      f"{C44/1e9:.1f} GPa")
print(f"Mean expansion Si, oxide (rough): {expansion_si*1e6:.1f}, "
      f"{expansion_ox*1e6:.1f} ppm/K")
print(f"Cooling range: {cooling:.0f} K")
print(f"Thermal-mismatch film stress estimate: {thermal/1e9:.2f} GPa")
print(f"Line force F: {F:.1f} N/m")
for x in (0.5e-6, 1e-6, 2e-6, 5e-6):
    print(f"Surface stress, bare side, x = {x*1e6:.1f} um: "
          f"{surface_stress(x)/1e6:.2f} MPa")
print(f"Surface stress under film, x = -1.0 um: "
      f"{surface_stress(-distance)/1e6:.2f} MPa")
print(f"Radial stress at r = 1.0 um, 45 degrees: "
      f"{radial(distance, np.pi/4, F)/1e6:.2f} MPa")
print(f"Stress along edge, sigma_zz at 1 um: {nu_si*stress/1e6:.2f} MPa")
print(f"Surface strain at 1 um: {stress/Ep_si:.2e} (dimensionless)")
print(f"Distance where formula equals film stress: {formula_limit*1e9:.1f} nm")
print(f"Harmonic response to shear, isotropic: {G_iso:.6f} (dimensionless)")
print(f"Harmonic response to pressure, isotropic: {P_iso:.6f} (dimensionless)")
print(f"Line force rebuilt from harmonics, at 1 um: {rebuilt/1e6:.2f} MPa")
print(f"Strip width: {strip_width*1e6:.0f} um")
print(f"Two line forces, at 1 um: {two_edges/1e6:.2f} MPa")
print(f"Change from opposite edge: {100*(two_edges/stress-1):.2f} %")
print(f"Plane-strain moduli Si, oxide: {Ep_si/1e9:.1f}, {Ep_ox/1e9:.1f} GPa")
print(f"Compliant strip, at 1 um: {compliant/1e6:.2f} MPa")
print(f"Change from film compliance: {-100*loss:.1f} %")
print(f"Same change with oxide modulus / 10: {-100*soft_loss:.1f} %")
print(f"Anisotropy factor, <110> edge: {factor110:.3f} (dimensionless)")
print(f"Anisotropic line-force stress, <110>: {factor110*stress/1e6:.2f} MPa")
print(f"Anisotropy factor, <100> edge: {factor100:.3f} (dimensionless)")
print(f"Anisotropic line-force stress, <100>: {factor100*stress/1e6:.2f} MPa")
print(f"Rough combined estimate, <110>: {factor110*compliant/1e6:.1f} MPa")
print(f"Wafer thickness: {wafer_thickness*1e6:.0f} um")
print(f"Wafer bending stress scale, full film: {bending/1e6:.2f} MPa")
print("checks complete")
```

Printed output:

```
Oxide thickness: 100 nm
Film stress: -0.30 GPa
Silicon E, nu (rough): 160 GPa, 0.22
Oxide E, nu (rough): 70 GPa, 0.17
Silicon C11, C12, C44 (rough): 165.7, 63.9, 79.6 GPa
Mean expansion Si, oxide (rough): 3.8, 0.5 ppm/K
Cooling range: 975 K
Thermal-mismatch film stress estimate: -0.27 GPa
Line force F: 30.0 N/m
Surface stress, bare side, x = 0.5 um: -38.20 MPa
Surface stress, bare side, x = 1.0 um: -19.10 MPa
Surface stress, bare side, x = 2.0 um: -9.55 MPa
Surface stress, bare side, x = 5.0 um: -3.82 MPa
Surface stress under film, x = -1.0 um: 19.10 MPa
Radial stress at r = 1.0 um, 45 degrees: -13.50 MPa
Stress along edge, sigma_zz at 1 um: -4.20 MPa
Surface strain at 1 um: -1.14e-04 (dimensionless)
Distance where formula equals film stress: 63.7 nm
Harmonic response to shear, isotropic: 2.000000 (dimensionless)
Harmonic response to pressure, isotropic: -1.000000 (dimensionless)
Line force rebuilt from harmonics, at 1 um: -19.09 MPa
Strip width: 100 um
Two line forces, at 1 um: -18.91 MPa
Change from opposite edge: -0.99 %
Plane-strain moduli Si, oxide: 168.1, 72.1 GPa
Compliant strip, at 1 um: -17.37 MPa
Change from film compliance: -8.2 %
Same change with oxide modulus / 10: -1.5 %
Anisotropy factor, <110> edge: 0.939 (dimensionless)
Anisotropic line-force stress, <110>: -17.94 MPa
Anisotropy factor, <100> edge: 0.866 (dimensionless)
Anisotropic line-force stress, <100>: -16.54 MPa
Rough combined estimate, <110>: -16.3 MPa
Wafer thickness: 525 um
Wafer bending stress scale, full film: 0.23 MPa
checks complete
```
